# Ordering temperature of in-plane polarization below a graded free surface: test program

```python
# RESULT UNDER TEST: in-plane polarization P(z), z > 0, with local Curie
# temperature Tc(z) = Ts - G z and a free surface, first orders at
#     T_ord = Ts - 1.01879 * (g/a0)^(1/3) * G^(2/3)      (mean field).
# Free energy density: a0 (T-Tc) P^2/2 + b P^4/4 + g (dP/dz)^2/2,
# plus surface energy (g/lambda) P(0)^2/2; free surface: 1/lambda = 0.
# D = g/a0 (nm^2 K), ell = (D/G)^(1/3) (nm), depression = Ts - T_ord (K),
# tau = depression/(G ell), phi = ordering profile with phi(0) = 1.
import numpy as np
from scipy.constants import epsilon_0, k as k_boltzmann
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros


def operator(D, drop, thickness, h, inv_lambda=0.0):
    """Finite-difference -D P'' + drop(z) P; the far face is free."""
    n = int(round(thickness / h))
    z = (np.arange(n) + 0.5) * h
    if np.isinf(inv_lambda):
        ghost = -1.0                       # P(0) = 0
    else:
        ghost = (1 - h * inv_lambda / 2) / (1 + h * inv_lambda / 2)
    diagonal = 2 * D / h**2 + drop(z)
    diagonal[0] -= ghost * D / h**2
    diagonal[-1] -= D / h**2
    return z, diagonal, np.full(n - 1, -D / h**2)


def lowest(D, drop, thickness, h, inv_lambda=0.0):
    _, d, e = operator(D, drop, thickness, h, inv_lambda)
    return eigh_tridiagonal(d, e, eigvals_only=True, select='i',
                            select_range=(0, 0))[0]


zeros_ai, zeros_dai = ai_zeros(2)[:2]
tau_free, tau_next = -zeros_dai
tau_pinned = -zeros_ai[0]


def tau_airy(s):
    """Nodeless root of Ai'(-tau)/Ai(-tau) = s, with s = ell/lambda."""
    def mismatch(x):
        ai, dai = airy(x)[:2]
        return dai - s * ai
    return -brentq(mismatch, zeros_ai[0] + 1e-10, 12.0, xtol=1e-13)


# ---- example inputs: rough typical values for barium strontium titanate
Ts, G, thickness = 350.0, 1.0, 100.0       # K, K/nm, nm
curie_constant = 1.5e5                     # K
g = 1.0e-10                                # J m^3/C^2
a0 = 1 / (epsilon_0 * curie_constant)      # J m/(C^2 K)
D = g / a0 * 1e18                          # nm^2 K
Q11, Q12 = 0.11, -0.043                    # electrostriction, m^4/C^2
s11, s12 = 8.3e-12, -2.7e-12               # compliance, 1/Pa
b_free = -1.0e9                            # unclamped quartic, J m^5/C^4
compliance = np.array([[s11, s12], [s12, s11]])
q = np.array([Q11, Q12])
b_clamp = 2 * q @ np.linalg.solve(compliance, q)
b = b_free + b_clamp
assert b > 0                               # second-order transition
ell = (D / G)**(1 / 3)
depression = tau_free * G * ell
T_ord = Ts - depression


def linear(z):
    return G * z


# ---- eigenvalues from the differential operator against Airy results
numeric = lowest(D, linear, thickness, 0.02)
numeric_pinned = lowest(D, linear, thickness, 0.02, np.inf)
assert abs(numeric / depression - 1) < 1e-4
assert abs(numeric_pinned / (tau_pinned * G * ell) - 1) < 1e-4

# ---- exponent from the operator on one fixed physical grid
slopes = np.array([0.25, 0.5, 1.0, 2.0, 4.0])
shifts = np.array([lowest(D, lambda z, s=s: s * z, thickness, 0.02)
                   for s in slopes])
exponent = np.polyfit(np.log(slopes), np.log(shifts), 1)[0]
assert abs(exponent - 2 / 3) < 1e-3

# ---- finite surface energy, sign change, and nearly pinned limit
surface_shift = {}
for lam in (5.0, -5.0):
    surface_shift[lam] = G * ell * tau_airy(ell / lam)
    direct = lowest(D, linear, thickness, 0.02, 1 / lam)
    assert abs(direct - surface_shift[lam]) < 2e-3
assert surface_shift[5.0] > 0 > surface_shift[-5.0]
ai0, dai0 = airy(0.0)[:2]
lambda_ratio = -ai0 / dai0                 # |lambda|/ell at zero shift
lambda_zero = lambda_ratio * ell
assert abs(lowest(D, linear, thickness, 0.02, -1 / lambda_zero)) < 2e-3
short_lambda = 0.05 * ell
near_pinned = lowest(D, linear, thickness, 0.02, 1 / short_lambda)
assert abs(near_pinned - G * (tau_pinned * ell - short_lambda)) < 5e-3
# weak gradient, order-favouring surface: enhancement tends to D/lambda^2
weak = lowest(D, lambda z: 1e-4 * z, thickness, 0.02, -1 / 5.0)
assert abs(-weak / (D / 25.0) - 1) < 1e-3


# ---- profile integrals by quadrature, lengths in units of ell
def phi(x):
    return airy(x - tau_free)[0] / airy(-tau_free)[0]


N2 = quad(lambda x: phi(x)**2, 0, 15)[0]
N4 = quad(lambda x: phi(x)**4, 0, 15)[0]
mean_x = quad(lambda x: x * phi(x)**2, 0, 15)[0] / N2
kinetic = quad(lambda x: (airy(x - tau_free)[1]
                          / airy(-tau_free)[0])**2, 0, 15)[0] / N2
assert abs(N2 - tau_free) < 1e-7
assert abs(mean_x - 2 * tau_free / 3) < 1e-7
assert abs(kinetic - tau_free / 3) < 1e-7

# ---- amplitude law against the full nonlinear equation (scaled units)
x, diag, off = operator(1.0, lambda t: t, 15.0, 0.01)
tau_grid = lowest(1.0, lambda t: t, 15.0, 0.01)
norm_errors, surface_errors = [], []
for delta in (0.05, 0.10):
    amplitude = np.sqrt(delta * N2 / N4)
    p = amplitude * phi(x)
    for _ in range(40):
        residual = (diag - tau_grid - delta) * p + p**3
        residual[:-1] += off * p[1:]
        residual[1:] += off * p[:-1]
        bands = np.zeros((3, len(x)))
        bands[0, 1:] = off
        bands[1] = diag - tau_grid - delta + 3 * p**2
        bands[2, :-1] = off
        step = solve_banded((1, 1), bands, residual)
        p -= step
        if np.max(np.abs(step)) < 1e-10:
            break
    assert np.max(np.abs(step)) < 1e-8 and p[0] > 0.1
    norm_errors.append(np.sum(p**2) * 0.01 / (amplitude**2 * N2) - 1)
    surface_errors.append(p[0] / amplitude - 1)
assert abs(norm_errors[0]) < 0.03
assert 1.6 < norm_errors[1] / norm_errors[0] < 2.4   # vanishes linearly
assert abs(surface_errors[0]) < 0.02
P_surface = np.sqrt(a0 * 1.0 * N2 / (b * N4))        # 1 K below T_ord

# ---- sizes of neglected effects
cell = 0.4                                           # nm
lattice_shift = lowest(D, linear, thickness, cell)
curved_shift = lowest(
    D, lambda z: G * 100 * (1 - np.exp(-z / 100)), thickness, 0.02)
composition_change = 0.30
misfit_change = composition_change * (0.400 - 0.3905) / 0.400
strain_Tc = 2 * misfit_change * (Q11 + Q12) / ((s11 + s12) * a0)
# one-loop width of the layer: short-range forces, one component
loop = quad(lambda u: u / (2 * np.pi) / (1 + u * u)**2, 0, np.inf)[0]
assert abs(loop - 1 / (4 * np.pi)) < 1e-8
B_layer = b * N4 / (N2**2 * ell * 1e-9)
fluct_width = 3 * B_layer * k_boltzmann * T_ord * loop / (a0 * g)

print("INPUTS (rough typical values)")
print(f"surface Curie temperature Ts = {Ts:.1f} K")
print(f"Curie temperature slope G = {G:.2f} K/nm")
print(f"film thickness = {thickness:.0f} nm")
print(f"Curie constant = {curie_constant:.2e} K")
print(f"gradient coefficient g = {g:.2e} J m^3/C^2")
print(f"electrostriction Q11, Q12 = {Q11:.3f}, {Q12:.3f} m^4/C^2")
print(f"compliance s11, s12 = {s11:.2e}, {s12:.2e} 1/Pa")
print(f"unclamped quartic coefficient = {b_free:.2e} J m^5/C^4")
print("DERIVED")
print(f"a0 = {a0:.3e} J m/(C^2 K)")
print(f"clamping part of b = {b_clamp:.3e} J m^5/C^4")
print(f"b = {b:.3e} J m^5/C^4")
print(f"D = g/a0 = {D:.2f} nm^2 K")
print(f"Airy length ell = {ell:.3f} nm")
print(f"temperature scale G*ell = {G * ell:.3f} K")
print(f"tau, free surface = {tau_free:.5f} (no unit)")
print(f"tau, P(0)=0 = {tau_pinned:.5f} (no unit)")
print(f"tau, second free-surface mode = {tau_next:.5f} (no unit)")
print("RESULTS")
print(f"depression, Airy formula = {depression:.4f} K")
print(f"depression, diagonalization = {numeric:.4f} K")
print(f"ordering temperature T_ord = {T_ord:.2f} K")
print(f"depression for P(0)=0, Airy = {tau_pinned * G * ell:.4f} K")
print(f"depression for P(0)=0, diagonalization = {numeric_pinned:.4f} K")
for slope, shift in zip(slopes, shifts):
    print(f"diagonalization, G = {slope:.2f} K/nm: depression {shift:.4f} K")
print(f"fitted exponent of G = {exponent:.5f} (no unit)")
print(f"mean depth of ordering mode = {mean_x * ell:.3f} nm")
print(f"local Tc loss in depression = {mean_x * G * ell:.3f} K")
print(f"gradient cost in depression = {kinetic * G * ell:.3f} K")
print(f"integral phi^2 / ell = {N2:.5f} (no unit)")
print(f"integral phi^4 / ell = {N4:.5f} (no unit)")
print(f"P(0) at 1 K below T_ord = {P_surface * 100:.2f} uC/cm^2")
print(f"amplitude-law error in int P^2, 0.05 G*ell below T_ord = "
      f"{100 * norm_errors[0]:.2f} %")
print("SURFACE ENERGY AND NEGLECTED EFFECTS")
print(f"depression, lambda = +5 nm: {surface_shift[5.0]:.3f} K")
print(f"depression, lambda = -5 nm: {surface_shift[-5.0]:.3f} K")
print(f"|lambda|/ell at zero shift (lambda<0) = {lambda_ratio:.4f}")
print(f"|lambda| at zero shift (lambda<0) = {lambda_zero:.3f} nm")
print(f"depression on lattice of {cell:.1f} nm cells = {lattice_shift:.4f} K")
print(f"depression, Tc drop saturating over 100 nm = {curved_shift:.4f} K")
print(f"depression if g is 5 times smaller = {depression / 5**(1/3):.3f} K")
print(f"depression if g is 5 times larger = {depression * 5**(1/3):.3f} K")
print(f"Sr fraction change across film = {composition_change:.2f} (no unit)")
print(f"coherent misfit change across film = {100 * misfit_change:.3f} %")
print(f"Tc rise with depth if coherent = {strain_Tc:.0f} K")
print(f"Tc fall with depth assumed = {G * thickness:.0f} K")
print(f"one-loop fluctuation width = {fluct_width:.2f} K")
print("all assertions hold")
```

Output:

```
INPUTS (rough typical values)
surface Curie temperature Ts = 350.0 K
Curie temperature slope G = 1.00 K/nm
film thickness = 100 nm
Curie constant = 1.50e+05 K
gradient coefficient g = 1.00e-10 J m^3/C^2
electrostriction Q11, Q12 = 0.110, -0.043 m^4/C^2
compliance s11, s12 = 8.30e-12, -2.70e-12 1/Pa
unclamped quartic coefficient = -1.00e+09 J m^5/C^4
DERIVED
a0 = 7.529e+05 J m/(C^2 K)
clamping part of b = 2.930e+09 J m^5/C^4
b = 1.930e+09 J m^5/C^4
D = g/a0 = 132.81 nm^2 K
Airy length ell = 5.102 nm
temperature scale G*ell = 5.102 K
tau, free surface = 1.01879 (no unit)
tau, P(0)=0 = 2.33811 (no unit)
tau, second free-surface mode = 3.24820 (no unit)
RESULTS
depression, Airy formula = 5.1980 K
depression, diagonalization = 5.1980 K
ordering temperature T_ord = 344.80 K
depression for P(0)=0, Airy = 11.9292 K
depression for P(0)=0, diagonalization = 11.9292 K
diagonalization, G = 0.25 K/nm: depression 2.0628 K
diagonalization, G = 0.50 K/nm: depression 3.2745 K
diagonalization, G = 1.00 K/nm: depression 5.1980 K
diagonalization, G = 2.00 K/nm: depression 8.2512 K
diagonalization, G = 4.00 K/nm: depression 13.0980 K
fitted exponent of G = 0.66667 (no unit)
mean depth of ordering mode = 3.465 nm
local Tc loss in depression = 3.465 K
gradient cost in depression = 1.733 K
integral phi^2 / ell = 1.01879 (no unit)
integral phi^4 / ell = 0.69379 (no unit)
P(0) at 1 K below T_ord = 2.39 uC/cm^2
amplitude-law error in int P^2, 0.05 G*ell below T_ord = 0.95 %
SURFACE ENERGY AND NEGLECTED EFFECTS
depression, lambda = +5 nm: 8.445 K
depression, lambda = -5 nm: -3.135 K
|lambda|/ell at zero shift (lambda<0) = 1.3717
|lambda| at zero shift (lambda<0) = 6.999 nm
depression on lattice of 0.4 nm cells = 5.1982 K
depression, Tc drop saturating over 100 nm = 5.1008 K
depression if g is 5 times smaller = 3.040 K
depression if g is 5 times larger = 8.888 K
Sr fraction change across film = 0.30 (no unit)
coherent misfit change across film = 0.713 %
Tc rise with depth if coherent = 226 K
Tc fall with depth assumed = 100 K
one-loop fluctuation width = 3.82 K
all assertions hold
```
